Van der Waals attraction between a flat-lying rod residue and a wafer

## The force law from pairwise sums

Let a straight round rod of radius R and length L lie parallel to the flat surface of a wafer. The shortest distance between the two surfaces is the gap d, and the axis of the rod stands at the height h = d + R. Heights z are measured upwards from the wafer surface. The wafer is treated as a half-space: it fills all points with z < 0 and extends without limit sideways and downwards. The rod has flat ends perpendicular to its axis, and both bodies are smooth, rigid and uniform. A liquid, or vacuum, fills the rest of space.

W is the interaction energy, with its zero at infinite separation. For an attraction W is negative. The upward force on the rod is −dW/dd, so an attraction makes this quantity negative. The symbol F denotes the magnitude of the attraction,

F = dW/dd,

which is positive when W rises towards zero as the gap opens. The small-gap law to be derived is

F/L = A √R / (8√2 d^(5/2)), d ≪ R,

where A is the Hamaker constant, an energy that measures the strength of the interaction between the two materials across the medium.

The van der Waals attraction between two neutral atoms arises from correlated fluctuations of their electric dipoles. At separations r that are large compared with the atoms, yet small enough for the travel time of light to be negligible, the energy of a pair is −C/r⁶ with a positive constant C. Neglect of the travel time is what the word nonretarded means. The first route to the force adds this energy over all pairs of atoms, one in the rod and one in the wafer. This pairwise addition is an approximation, because the fluctuating dipole of one atom is also influenced by all its neighbours. The second half shows which part of the result survives without it.

Let n₁ and n₂ be the numbers of atoms per volume in rod and wafer. Two small volumes dV₁ and dV₂ a distance r apart then contribute the energy

dW = −B dV₁ dV₂ / r⁶, B = C n₁ n₂ (vacuum between the bodies).

A liquid changes B but not the geometry. To see this, regard the rod as uniform liquid plus an excess, the excess being the rod's atoms minus the liquid they displace, and treat the wafer likewise. The interaction of uniform liquid with itself is constant. The interaction of either excess with liquid that fills all space does not depend on where the excess sits, and the energy of an excess with itself does not depend on the gap. What remains is the interaction between the two excesses. With n₃ the density of the liquid and Cᵢⱼ the pair constants, multiplying out (n₁ atoms − n₃ atoms)(n₂ atoms − n₃ atoms) gives

B = C₁₂n₁n₂ − C₁₃n₁n₃ − C₂₃n₂n₃ + C₃₃n₃².

The Hamaker constant is defined in either case by

A = π²B.

In a liquid, B can be negative, and the force is then a repulsion. The case A > 0 is treated here.

The first sum runs over the wafer. Take a small volume dV₁ of the rod at height z. A wafer element lies at a vertical distance s ≥ z below it and a horizontal distance ρ from the vertical line through it, so r² = s² + ρ². Elements with the same s and ρ form a ring of volume 2πρ dρ ds. For one thin layer of the wafer, the substitution v = s² + ρ², dv = 2ρ dρ, gives

∫₀^∞ 2πρ dρ/(s² + ρ²)³ = π ∫ₛ²^∞ dv/v³ = π/(2s⁴).

The lower limit of the second integral is v = s². Adding the layers from s = z downwards gives

∫_z^∞ π ds/(2s⁴) = π/(6z³).

The energy of the rod element with the whole wafer is therefore

dW = −(πB/6) dV₁/z³ = −(A/(6π)) dV₁/z³,

where B = A/π² was used in the last step. Each integration over a spatial direction has lowered the inverse power by one: three directions have turned r⁻⁶ into z⁻³.

This energy depends on the height of the element and on nothing else. Every slice of the rod perpendicular to its axis has the same shape at the same height, so every slice contributes equally, including those at the ends. Within pairwise addition a flat-ended rod above a wafer that extends far beyond it thus has no end correction, and W is proportional to L. Dividing by L leaves an integral over the circular cross-section:

W/L = −(A/(6π)) S, S = ∫ dS₂/z³,

where dS₂ is an element of the area of the circle.

Let t be the height of a point measured from the centre of the circle, so z = h + t with −R < t < R. At this level the circle has the width 2√(R² − t²), hence

S(h) = ∫₋ᴿᴿ 2√(R² − t²)/(h + t)³ dt.

The cube in the denominator can be produced by differentiation from a simpler integral,

J(h) = ∫₋ᴿᴿ √(R² − t²)/(h + t) dt.

The second derivative of 1/(h + t) with respect to h is 2/(h + t)³. The limits do not depend on h, and for h > R the denominator never vanishes, so the derivatives may be taken under the integral. Therefore S = J″(h).

To evaluate J, put t = R sin θ, with dt = R cos θ dθ and √(R² − t²) = R cos θ. As t runs from −R to R, θ runs from −π/2 to π/2, and

J = ∫ R² cos²θ/(h + R sin θ) dθ.

The numerator can be written so that the denominator divides part of it:

R² cos²θ = R² − R² sin²θ
= (h² − R² sin²θ) − (h² − R²)
= (h − R sin θ)(h + R sin θ) − (h² − R²).

This gives

J = ∫ (h − R sin θ) dθ − (h² − R²) K, K = ∫ dθ/(h + R sin θ),

with the same limits throughout. The sine is odd and integrates to zero, so the first integral is πh.

For K, set θ = π/2 − φ, which turns sin θ into cos φ and the range into 0 < φ < π. Then put w = tan(φ/2), for which cos φ = (1 − w²)/(1 + w²) and dφ = 2 dw/(1 + w²). The factors 1 + w² cancel:

K = ∫₀^∞ 2 dw/[h(1 + w²) + R(1 − w²)]
= ∫₀^∞ 2 dw/[(h + R) + (h − R)w²].

For positive a and b, the substitution w = √(a/b) y gives ∫₀^∞ dw/(a + bw²) = (1/√(ab)) ∫₀^∞ dy/(1 + y²) = π/(2√(ab)). With a = h + R and b = h − R this yields

K = π/√(h² − R²),

and hence

J = π[h − √(h² − R²)].

The two derivatives are

J′ = π[1 − h/√(h² − R²)],

J″ = −π[1/(h² − R²)^(1/2) − h²/(h² − R²)^(3/2)].

On the common denominator (h² − R²)^(3/2) the bracket has the numerator h² − R² − h² = −R², so

S = J″ = πR²/(h² − R²)^(3/2).

Since h = d + R, the difference of squares is h² − R² = d² + 2Rd = d(d + 2R). The energy per length at any gap is therefore

W/L = −A R² / (6[d(d + 2R)]^(3/2)).

Now differentiate with respect to d. The derivative of d(d + 2R) is 2(d + R), and the power −3/2 brings down a factor −3/2. The two minus signs cancel, and the numerical factors combine as (1/6)(3/2)(2) = 1/2:

F/L = A R²(d + R) / (2[d(d + 2R)]^(5/2)).

This is the complete pairwise result for the nonretarded force.

For a small gap, introduce δ = d/R and take the large factors out: d + R = R(1 + δ) and d(d + 2R) = 2Rd(1 + δ/2). Then

F/L = [A R³/(2(2Rd)^(5/2))] (1 + δ)/(1 + δ/2)^(5/2).

In the first factor, R³/R^(5/2) = √R and 2·2^(5/2) = 2^(7/2) = 8√2. The second factor tends to 1 as δ tends to zero. This leaves

F/L = A √R/(8√2 d^(5/2)) = A √(2R)/(16 d^(5/2)).

The same limit of the energy is

W/L = −A √(2R)/(24 d^(3/2)),

and its derivative, with (3/2)/24 = 1/16, returns the force.

The second factor also tells how small the gap must be. To first order (1 + δ/2)^(−5/2) = 1 − 5δ/4, and multiplication by 1 + δ gives

F/L = [A √(2R)/(16 d^(5/2))] (1 − d/(4R) + …).

The leading law thus overestimates the pairwise force by about d/(4R), relative to the leading value. Direct numerical integration over the cross-section at d/R = 0.001 gives −0.2502 for the coefficient of d/R. At d = R the factor is 2/(1.5)^(5/2) = 0.73, so the leading law is then no longer a good approximation.

The inverse power itself drifts with the gap. The local exponent is the slope of ln F against ln d, which the complete formula gives as

d ln F/d ln d = d/(d + R) − (5/2)[1 + d/(d + 2R)].

For d ≪ R it tends to −5/2. For d ≫ R it tends to 1 − 5 = −4. The numerically integrated force has the local exponents −2.5003 at d/R = 0.001 and −3.996 at d/R = 1000. The far power has a simple origin: all atoms of a distant rod are at nearly the same height, and each is attracted with a force proportional to z⁻⁴. This far limit belongs to the nonretarded model; at large distances the travel time of light can no longer be ignored.

The near power can be understood from the shape of the gap. Consider first two flat faces a distance D apart. Differentiating the energy of an element with the wafer gives the attraction (A/(2π)) dV₁/z⁴. A column of unit area that starts at height D and continues upwards without limit feels the pressure

P(D) = (A/(2π)) ∫_D^∞ dz/z⁴ = A/(6πD³).

Now divide the rod into vertical columns at horizontal distance x from its axis. The underside of the circle stands at the height

D(x) = d + R − √(R² − x²) = d + x²/(2R) + x⁴/(8R³) + ….

For d ≪ R the force comes mainly from columns near the lowest line. There the parabola suffices, and the columns are so tall compared with d that they may be treated as unlimited. Putting x = √(2Rd) u turns d + x²/(2R) into d(1 + u²), and

F/L = ∫ P(D(x)) dx = (A/(6πd³)) √(2Rd) ∫ du/(1 + u²)³,

where u may run from −∞ to ∞ because distant columns contribute little. With u = tan φ the last integral becomes ∫ cos⁴φ dφ between −π/2 and π/2. Since cos⁴φ = 3/8 + (1/2)cos 2φ + (1/8)cos 4φ, its value is 3π/8. The coefficient is (1/(6π))(3π/8) = 1/16, in agreement with the earlier result.

The pressure contributes d⁻³, and the width over which the faces remain close contributes d^(1/2). Opening the gap weakens the pressure but widens the strip that takes part, and the product falls as d^(−5/2). The strip |x| < √(2Rd) corresponds to |φ| < π/4. Integrating cos⁴φ over this range gives 3π/16 + 1/2, so the strip carries the share

(3π/16 + 1/2)/(3π/8) = 1/2 + 4/(3π) = 0.92

of the force in the small-gap limit.

## Scope of the law and a wafer-cleaning example

The symbols carried over are the rod radius R, its length L, the gap d, the Hamaker constant A and the magnitude F of the attraction. Flat faces at distance D attract with the pressure P(D) = A/(6πD³). Summed over strips with the local gap D = d + x²/(2R), this pressure gives F/L = A√(2R)/(16d^(5/2)) for d ≪ R. Pairwise addition gives F/L = AR²(d + R)/(2[d(d + 2R)]^(5/2)) at any gap and W/L = −A√(2R)/(24d^(3/2)) for the energy at small gaps.

The strip construction needs the pressure between flat faces, but it does not need that pressure to come from a sum over pairs. The continuum theory of fluctuating electromagnetic fields, due to Lifshitz, describes each material by its permittivity ε(iξ) at imaginary frequency iξ and so includes the mutual influence of the atoms. Its low-temperature formula is taken here as a starting point:

P(D) = (ħ/(2π²)) ∫₀^∞ dξ ∫ κ² dκ Σ_p r₁r₂e^(−2κD)/(1 − r₁r₂e^(−2κD)).

The integral over κ starts at √ε₃ ξ/c. Labels 1, 2 and 3 denote rod, wafer and medium, and p runs over the two polarizations. With κᵢ² = κ² + (εᵢ − ε₃)ξ²/c², the reflection coefficients are rᵢ = (εᵢκ − ε₃κᵢ)/(εᵢκ + ε₃κᵢ) for one polarization and rᵢ = (κ − κᵢ)/(κ + κᵢ) for the other.

The nonretarded limit is c → ∞. Then κᵢ = κ, the lower limit becomes zero, the second coefficient vanishes, and the first becomes

Δᵢ = (εᵢ − ε₃)/(εᵢ + ε₃).

Expanding the fraction as a geometric series gives terms (Δ₁Δ₂)ᵐe^(−2mκD) with m = 1, 2, 3 and so on. For each of them ∫₀^∞ κ²e^(−2mκD) dκ = 2/(2mD)³ = 1/(4m³D³). Hence

P(D) = (ħ/(8π²D³)) ∫₀^∞ dξ Σₘ (Δ₁Δ₂)ᵐ/m³.

This has the form A/(6πD³) with

A = (3ħ/(4π)) ∫₀^∞ dξ Σₘ (Δ₁Δ₂)ᵐ/m³.

The inverse cube, and with it the inverse five-halves power for a rod at small gap, therefore holds beyond pairwise addition. The coefficient A must then be found from the permittivities. The correction −d/(4R) has been derived for pairwise addition and need not carry over.

At a finite temperature T the frequency integral becomes a sum over equally spaced frequencies ξ = 2πkTj/ħ, with j = 0, 1, 2 and so on, and the term j = 0 has weight one half. An integral ∫dξ is thus replaced by 2πkT/ħ times the sum. The zero-frequency term contributes

A₀ = (3ħ/(4π))(2πkT/ħ)(1/2) Σₘ (Δ₁Δ₂)ᵐ/m³ = (3kT/4) Σₘ (Δ₁Δ₂)ᵐ/m³,

evaluated with static permittivities. It matters in water, whose static permittivity far exceeds its optical one.

As an example, take a polymer-like rod left on an oxide-covered wafer in a dilute aqueous cleaning liquid. The round parameters are R = 50 nm, L = 1000 nm, d = 1 nm, A = 0.05 eV (8.0 zJ) and T = 300 K. They are model inputs, not data for a particular residue. The leading law gives

F/L = 0.05 eV × √(100 nm)/(16 × (1 nm)^(5/2))
= 0.05 × 10/16 eV/nm²
= 0.031 eV/nm² = 5.0 nN/µm.

A rod 1 µm long is thus held by 5.0 nN. The corresponding energy is

W = −(0.05 × 10/24) eV/nm × 1000 nm = −20.8 eV,

or about −800 kT. In this model, thermal energy is far too small to lift the whole rod away. The force of 5.0 nN refers to a straight pull normal to the wafer with the rod kept parallel. Peeling from one end, sliding and rolling load the contact differently, and this number alone does not give the force they need.

The half-width √(2Rd) is 10 nm. For the complete round section at this gap, 93 % of the summed force comes from columns within that distance of the axis, close to the limiting share of 92 %. The flat-face pressure at the lowest line is 0.425 MPa. Dividing the force per length by this pressure gives an effective width of 5.0/0.425 ≈ 11.8 nm, which equals (3π/8) × 10 nm. A flat facet of that width along the underside, with the same rounded flanks on either side, would therefore double the force at this gap. The facet's own contribution would vary as d⁻³, so the five-halves power assumes a round underside.

With A and R held fixed, the leading force per length is 28.3 nN/µm at d = 0.5 nm, 5.0 nN/µm at 1 nm and 0.89 nN/µm at 2 nm. Each doubling of the gap divides it by 2^(5/2) ≈ 5.7. Raising the gap from 1 to 1.2 nm leaves 63 % of the force. Among A, R and d, the gap is thus the input to which the force is most sensitive. The dependence on radius is much weaker: at fixed A and d, and with d ≪ R, a fourfold radius doubles the force.

The finite ratio d/R = 0.02 is a minor matter. The complete pairwise formula gives 4.98 nN/µm, which is 0.5 % below the leading value, as expected from d/(4R) = 0.005. At d = 10 nm the reduction is 5 % and at 50 nm it is 27 %, both relative to the leading law and both within the nonretarded pairwise model.

The wafer was also taken as one material to unlimited depth. Material deeper than a depth b acts like a half-space whose surface has been lowered by b, so its pairwise contribution is the force at gap d + b. For an oxide film 100 nm thick this is about 0.0005 % of the total, if the material below the film is counted as more oxide. Replacing it by a material with ten times the Hamaker constant would still leave a negligible contribution. This holds for a thick film only. Below an oxide 1 nm or 2 nm thick, the share at d = 1 nm is 18 % or 6 %, and the Hamaker constant of the substrate then matters.

The chosen value of A can be compared with a simple permittivity model. Let each material have one ultraviolet absorption at the energy ħω = 12 eV,

ε(iξ) = 1 + (ε_opt − 1)/(1 + ξ²/ω²),

with rough optical permittivities ε_opt of 2.4 for the rod, 2.1 for the oxide and 1.78 for water. The terms with j ≥ 1 are spaced by 2πkT = 0.16 eV, which is small compared with 12 eV, so the frequency integral represents their sum well. It gives an ultraviolet part of 0.039 eV. With static permittivities of 2.5, 4 and 80, in the same order, the zero-frequency part is 0.019 eV. The sum, 0.058 eV, is 16 % above the round value of 0.05 eV. The model omits infrared absorption and the details of the ultraviolet spectra, so the comparison supports the size of A and not its second digit.

The same model sizes retardation. A field fluctuation must cross the gap and return while the dipoles that caused it still keep their phase. The nonretarded limit therefore requires 2√ε₃ ωD/c ≪ 1 for the frequencies ω that matter. Summing the full continuum pressure over the strips, and comparing it with the limit c → ∞ at the same gap, lowers the ultraviolet part of the force by 1.9 %. The loss is small at 1 nm. The condition becomes harder to meet as D grows, so the values quoted above for 10 and 50 nm show the effect of geometry and do not predict the real force at those distances.

Dissolved ions can screen the zero-frequency part, because they have time to rearrange in a static field. They cannot follow the ultraviolet fluctuations. Complete removal of the zero-frequency part would lower the model's Hamaker constant by 33 %. This is an upper bound on the loss by screening within the model. For 1 mM of a salt with singly charged ions the screening length, called the Debye length, is 9.7 nm. The gap is much shorter than that, so the actual loss should be well below the bound.

The ions also produce a separate force if the surfaces are charged. Let both surfaces have the same potential of 25 mV when far apart, and let n_s be the number of salt ions of each sign per volume in the bulk liquid. Write y for the potential multiplied by e/kT, where e is the elementary charge. The Boltzmann factors give ion densities n_s e^(−y) and n_s e^(y). Midway between two equal flat faces the electric field vanishes by symmetry, so the pressure there is the thermal pressure of the ions alone. Its excess over the bulk liquid pushes the faces apart:

P_rep = n_s kT(e^(y_m) + e^(−y_m) − 2) = 2n_s kT(cosh y_m − 1),

where y_m is the midplane value. Two limiting surface conditions give two estimates of y_m.

If the surface potential stays fixed at y_s as the faces approach, the potential obeys y″ = κ_D²y for small y, where 1/κ_D is the Debye length. The symmetric solution has y_m = y_s/cosh(κ_D D/2). With cosh y_m − 1 ≈ y_m²/2 the pressure is

P_rep = n_s kT y_s²/cosh²(κ_D D/2).

Summed over the strips this gives a repulsion of about 0.2 nN/µm, or about 4 % of the attraction. The estimate is rough, because this pressure reaches over about 10 nm and strips with |x| comparable to R contribute, where the parabola no longer follows the circle closely.

If instead the surface charge stays fixed, the ions that neutralize it are squeezed into a shrinking volume. Let s be the number of elementary charges per area on each face. An isolated face at small potential is neutralized by the charge 2n_s y_s ∫₀^∞ e^(−κ_D x′) dx′, with x′ the distance from the face, so s = 2n_s y_s/κ_D. In the example this corresponds to 0.18 µC/cm². For faces as weakly charged as these, the potential in a gap much narrower than the Debye length is nearly uniform, and neutrality requires 2n_s D sinh y_m = 2s. Using cosh y_m = √(1 + sinh²y_m),

P_rep = 2kT[√(n_s² + (s/D)²) − n_s].

The strip sum is now 2.2 nN/µm, or 45 % of the attraction. This is an estimate of size, because the uniform potential is assumed also in the outer strips, where the gap is no longer narrow. With the pressure from the full Poisson–Boltzmann equation in every strip, the share is 41 to 43 %, depending on whether the circle or the parabola sets the local gap. At the 1 nm gap itself, numerical solutions of the Poisson–Boltzmann equation, which keeps the full Boltzmann factors, agree with the fixed-potential pressure within 15 % and with the fixed-charge pressure within 5 %.

The large value has two sources. When s/D is much greater than n_s, the pressure is close to 2kTs/D. A charge of 0.182 µC/cm² is 0.0114 elementary charges per nm², which gives 0.094 MPa at 1 nm, or 22 % of the van der Waals pressure there. This repulsion also falls only as 1/D, so wider strips take part. Their width integral is ∫ du/(1 + u²) = π in place of 3π/8, which multiplies the ratio by 8/3 and gives 59 %. The salt terms in the complete expression reduce this to 45 %.

Elastic deformation can be judged from the length F/(LE), where E is the elastic modulus. For E = 3 GPa, a rough value for a stiff polymer, it is 0.0017 nm, far below the gap. For a rubber-like solid with a modulus a thousand times smaller it would be 1.7 nm, comparable with the gap. The rod could then no longer be treated as rigid. The attraction alone pulls hardest on the lowest line and draws it towards the wafer, which narrows the gap there but makes the underside more sharply curved. If the rod instead rests on the wafer, the supporting contact can flatten the underside. At the same smallest gap, a flattened underside is attracted more strongly than a round one.

For a real wet-cleaning step, the chosen A has the rough size expected for a polymer-like solid and an oxide in water, and surface potentials of some tens of millivolts are plausible. The radius and the gap vary from one residue to another. The assumption of a smooth rod at one uniform gap also needs care. If roughness holds an otherwise identical rod at 2 nm in place of 1 nm, the attraction drops from 5.0 to 0.89 nN/µm; if the rod settles to 0.5 nm, it rises to 28 nN/µm. At such distances the liquid is only a few molecules thick, and its description as a continuum is itself uncertain. Chemical bonds, dried bridges of dissolved material and capillary forces after the liquid recedes are outside the model and can hold a residue more strongly than the force calculated here. Within the model, a cleaning liquid that doubles the gap at fixed A removes 82 % of the attraction. At the 1 nm gap, with 1 mM of salt and 25 mV, like charges on both surfaces help appreciably if the charge persists as the surfaces approach, and much less if the potential stays fixed. These shares are not general. The repulsion falls more slowly with the gap than the attraction, so with the same inputs it overtakes the attraction below 2 nm at fixed charge and near 4 nm at fixed potential. At 1 nm, more salt or a higher potential raises it strongly: at fixed potential and fixed A it reaches about 0.9 of the attraction for 10 mM and 50 mV. The numerical output tabulates the force per length for six gaps from 0.5 to 50 nm.

Numbers as computed

```
TESTS
summed force, local exponent at d/R=0.001: -2.5003
summed force, local exponent at d/R=1000: -3.996
first correction, coefficient of d/R: -0.2502
limiting share from |x|<sqrt(2Rd): 0.9244
EXAMPLE INPUTS
Hamaker constant A: 0.05 eV = 8.01 zJ
rod radius R: 50 nm; length L: 1000 nm; gap d: 1.0 nm
temperature: 300 K; thermal energy kT: 0.02585 eV
EXAMPLE RESULTS
strip half-width sqrt(2Rd): 10.00 nm
share of summed force in strip: 0.9277
flat-face pressure at d: 0.4250 MPa
F/L, leading law: 0.03125 eV/nm^2 = 5.007 nN/um
F/L, all-gap formula: 4.981 nN/um
total force on rod: 5.007 nN
adhesion energy, leading law: -20.83 eV = -806 kT
GAP TABLE: d (nm), leading F/L, all-gap F/L (nN/um), ratio
  0.5  28.32275  28.25151  0.9975
  1.0  5.00680  4.98147  0.9949
  2.0  0.88509  0.87603  0.9898
  5.0  0.08956  0.08721  0.9737
 10.0  0.01583  0.01497  0.9456
 50.0  0.00028  0.00021  0.7258
NEGLECTED EFFECTS
finite d/R lowers force by: 0.51 %
oxide thickness: 100 nm
force share from below that depth: 0.00052 %
optical permittivities rod, oxide, water: 2.4, 2.1, 1.78
oscillator energy: 12 eV
static permittivities rod, oxide, water: 2.5, 4.0, 80.0
model A, ultraviolet part: 0.0391 eV
model A, zero-frequency part: 0.0190 eV
model A, sum: 0.0581 eV
retardation lowers ultraviolet force by: 1.9 %
full salt screening would lower model A by: 33 %
salt: 1 mM; isolated potential: 25 mV
Debye length: 9.74 nm
surface charge: 0.182 uC/cm2
repulsion, fixed potential: 0.190 nN/um
  relative to attraction: 3.8 %
repulsion, fixed charge: 2.23 nN/um
  relative to attraction: 45 %
rod elastic modulus E: 3 GPa
elastic length F/(L E): 0.00167 nm
force ratio if gap is 1.2 d: 0.634
```
